# Proton tunnelling through an Eckart barrier: limits of two curvature formulas

## Problem

A proton crosses from an acid plating bath to a metal cathode. Its motion along the transfer coordinate \(x\) is modelled by the symmetric Eckart barrier

\[
V(x)=\frac{V_0}{\cosh^2(x/a)},\qquad V_0=0.40\ \text{eV},\quad a=0.040\ \text{nm}.
\]

Protons arrive from the left as a free thermal flux at temperature \(T\). There is one dimension and no friction. The tunnelling factor \(\kappa\) is the transmitted quantum flux divided by the classical flux over the same barrier.

(a) Find \(\kappa\) at 298.15 K.
(b) Wigner's correction and the infinite-parabola formula use the curvature of the barrier top and nothing else. At what temperatures does each err by 10% relative to the Eckart value?
(c) What happens at and below the temperature where the parabola formula diverges?

## A tempting solution

Since \(\cosh^{-2}(x/a)\approx1-x^2/a^2\), the top is an inverted parabola, \(V\approx V_0-\tfrac12m\omega^2x^2\), with \(\omega=\sqrt{2V_0/(ma^2)}\). For the proton \(\hbar\omega=0.1440\) eV. Define

\[
u=\frac{\hbar\omega}{kT},\qquad T_c=\frac{\hbar\omega}{2\pi k}=266.0\ \text{K}.
\]

The two formulas are

\[
\kappa_W=1+\frac{u^2}{24},\qquad
\kappa_P=\frac{u/2}{\sin(u/2)}\quad(u<2\pi).
\]

At 298.15 K, \(u=5.607\). This is below \(2\pi\), so the parabola's thermal integral converges. "Above \(T_c\) the protons cross near the top, where the curvature is right. Therefore

\[
\kappa=\frac{2.8035}{\sin 2.8035}=8.45 .
\]

Wigner's \(1+5.607^2/24=2.31\) is the start of the same series, cut too early. The parabola serves down to \(T_c\), and Wigner fails where his series needs more terms."

## Where the argument breaks

The fault is the step from "the integral converges" to "the protons cross near the top". Far below the top the parabola transmits with probability \(\exp[-2\pi(V_0-E)/\hbar\omega]\), as derived below. Multiplied by the Boltzmann factor, this gives the weight

\[
\exp\!\left[-\left(\frac{2\pi}{u}-1\right)\frac{V_0-E}{kT}\right].
\]

Here \(2\pi/u-1=0.121\), so the weight decays over \(kT/0.121\approx8.3\,kT\approx0.21\) eV. The whole barrier is only \(g\equiv V_0/kT=15.57\) high in units of \(kT\). The integral converges, but much of it comes from energies where the barrier is no longer parabolic, and some from energies below zero, where no incoming proton exists. The true transmission is needed.

## Transmission of the Eckart barrier

Let \(q=ka\), with \(k=\sqrt{2mE}/\hbar\) in this section, and \(\Lambda=2mV_0a^2/\hbar^2\). With \(\xi=\tanh(x/a)\), the Schrödinger equation becomes

\[
(1-\xi^2)\frac{d}{d\xi}\!\left[(1-\xi^2)\frac{d\psi}{d\xi}\right]+\left[q^2-\Lambda(1-\xi^2)\right]\psi=0 .
\]

For \(x\to+\infty\), \(1-\xi^2\to4e^{-2x/a}\), so \((1-\xi^2)^{-iq/2}\) is a wave leaving to the right. Write \(\psi=(1-\xi^2)^{\mu}w\) with \(\mu=-iq/2\). Differentiating twice and dividing by \((1-\xi^2)^{\mu+1}\) gives

\[
(1-\xi^2)w''-2(1+2\mu)\xi w'+\left[\frac{4\mu^2\xi^2+q^2}{1-\xi^2}-2\mu-\Lambda\right]w=0 .
\]

Because \(4\mu^2=-q^2\), the fraction equals \(q^2=-4\mu^2\). With \(t=(1-\xi)/2\),

\[
t(1-t)w_{tt}+(1+2\mu)(1-2t)w_t-(4\mu^2+2\mu+\Lambda)w=0 .
\]

This is the hypergeometric equation with \(C=1-iq\) and \(A,B=\tfrac12-iq\pm i\eta\). Their product must be \(4\mu^2+2\mu+\Lambda\), which requires \(\eta^2=\Lambda-\tfrac14\). We take \(\Lambda>\tfrac14\), so \(\eta\) is real.

The solution \(w=F(A,B;C;t)\) tends to 1 on the right. On the left \(t\to1\) and \(1-t\to e^{2x/a}\). The standard connection formula gives

\[
F\to\frac{\Gamma(C)\Gamma(C-A-B)}{\Gamma(C-A)\Gamma(C-B)}
+(1-t)^{iq}\,\frac{\Gamma(C)\Gamma(A+B-C)}{\Gamma(A)\Gamma(B)} .
\]

The prefactor of \(w\) behaves there as \(e^{-iqx/a}\). The first term is thus the reflected wave and the second, with \((1-t)^{iq}\to e^{2iqx/a}\), the incident one. The velocities on both sides are equal, so the transmission is the inverse squared incident amplitude:

\[
P=\left|\frac{\Gamma(\frac12-iq+i\eta)\,\Gamma(\frac12-iq-i\eta)}{\Gamma(1-iq)\,\Gamma(-iq)}\right|^2 .
\]

Now use \(|\Gamma(\tfrac12+ir)|^2=\pi/\cosh\pi r\), \(|\Gamma(1+iq)|^2=\pi q/\sinh\pi q\) and \(|\Gamma(iq)|^2=\pi/(q\sinh\pi q)\):

\[
P=\frac{\sinh^2\pi q}{\cosh\pi(q-\eta)\cosh\pi(q+\eta)}
=\frac{\sinh^2\pi q}{\sinh^2\pi q+\cosh^2\pi\eta}.
\]

Define \(\alpha=2\pi V_0/\hbar\omega\) and \(y=\sqrt{E/V_0}\). From the definition of \(\omega\), \(\Lambda=(2V_0/\hbar\omega)^2=\alpha^2/\pi^2\). Hence

\[
P(E)=\frac{\sinh^2\alpha y}{\sinh^2\alpha y+\cosh^2\delta},\qquad
\delta=\sqrt{\alpha^2-\pi^2/4}.
\]

For the example \(\alpha=17.447\) and \(\delta=17.377\).

## The thermal average and part (a)

In one dimension velocity times density of states is constant in energy, so the flux per unit energy is proportional to \(e^{-E/kT}\). The classical transmitted flux is proportional to \(\int_{V_0}^{\infty}e^{-E/kT}dE=kT\,e^{-V_0/kT}\). Therefore

\[
\kappa=\frac1{kT}\int_0^\infty P(E)\,e^{(V_0-E)/kT}\,dE .
\]

At 298.15 K this gives \(\kappa=4.59\). Integrating the Schrödinger equation numerically for the same barrier, then averaging, also gives 4.5937. Relative to this value the parabola is 84% too high and Wigner is 50% too low.

**Recovering the parabola.** When \(\alpha y\) and \(\delta\) are both large, the hyperbolic functions become exponentials and

\[
P\simeq\frac1{1+e^s},\qquad s=2\delta-2\alpha y .
\]

Near the top, with \(\alpha\) large, \(s\to p=2\pi(V_0-E)/\hbar\omega\). Using \(1/(1+e^p)\) at all energies, including negative ones, defines the infinite parabola. With \(b=u/2\pi\),

\[
\kappa_P=b\int_{-\infty}^{\infty}\frac{e^{bp}}{1+e^p}\,dp=bI .
\]

Shifting the contour by \(2\pi i\) multiplies the integrand by \(e^{2\pi ib}\). The enclosed pole at \(p=i\pi\) has residue \(-e^{i\pi b}\). Thus \(I(1-e^{2\pi ib})=-2\pi i\,e^{i\pi b}\), so \(I=\pi/\sin\pi b\) for \(0<b<1\), and \(\kappa_P=(u/2)/\sin(u/2)\). Its first two terms are Wigner's.

**Sources of the excess.** For \(0<E<V_0\), away from both ends, \(\ln P_P\simeq-\alpha(1-y^2)\) and \(\ln P\simeq-2(\delta-\alpha y)\). Subtracting,

\[
\frac{P_P}{P}\simeq\exp\!\left[\alpha(1-y)^2-2(\alpha-\delta)\right].
\]

The first term reflects geometry: \(\tanh^2r\le r^2\) implies \(\cosh^{-2}r\ge1-r^2\), so the Eckart barrier is at least as thick as the parabola at every positive energy below the top. At \(E=V_0/2\) the transmissions are \(1.63\times10^{-4}\) for the parabola and \(4.20\times10^{-5}\) for Eckart, a ratio of 3.9.

The contributions to \(\kappa\) at 298.15 K are:

| Energy range | Parabola | Eckart |
|---|---:|---:|
| \(E<0\) | 1.27 | 0 |
| \(0<E<V_0\) | 6.47 | 3.86 |
| \(E>V_0\) | 0.71 | 0.73 |

Of the total excess of 3.85, about two thirds arises between 0 and \(V_0\), where the parabola's flanks are too thin, and one third at negative energies. Merely cutting the parabola's integral at \(E=0\) would leave 7.18, still far too high.

## Part (b): errors above \(T_c\)

Integrate \(\kappa\) by parts, using \(P(0)=0\), and change variable to \(s\). Up to terms exponentially small in \(\alpha\) at fixed \(u<2\pi\),

\[
\kappa=\int_{-\infty}^{\infty}W(s)\,e^{g[1-(\delta-s/2)^2/\alpha^2]}\,ds,
\qquad W=\frac{e^s}{(1+e^s)^2}.
\]

Expand the square and use \(\alpha^2-\delta^2=\pi^2/4\) and \(g=\alpha u/2\pi\). The exponent is

\[
\frac{u s}{2\pi}\,\frac{\delta}{\alpha}+\frac{u}{8\pi\alpha}\,(\pi^2-s^2).
\]

The averages follow from \(\int We^{bs}ds=bI=\pi b/\sin\pi b\). Expansion in \(b\) gives \(\langle1\rangle=1\), \(\langle s\rangle=0\), \(\langle s^2\rangle=\pi^2/3\).

**Fixed barrier height in units of \(kT\).** Let \(\hbar\to0\) at fixed \(g\). Then \(u\to0\), \(\alpha=2\pi g/u\), and \(u/(8\pi\alpha)=u^2/(16\pi^2g)\). To order \(u^2\),

\[
\kappa=1+\frac{u^2}{8\pi^2}\frac{\pi^2}{3}
+\frac{u^2}{16\pi^2g}\left(\pi^2-\frac{\pi^2}{3}\right)
=1+\frac{u^2}{24}\left(1+\frac1g\right).
\]

Matching the curvature therefore does not settle even the first quantum correction. Wigner's two-term form also needs \(V_0\gg kT\). At 1000 K, where \(u=1.672\) and \(g=4.64\), the corrected expression gives 1.142, against 1.149 from the full integral and 1.116 from Wigner.

**Fixed \(u<2\pi\), large \(\alpha\).** The factor \(\delta/\alpha=1-\pi^2/(8\alpha^2)+\dots\) first matters at order \(\alpha^{-2}\). Let \(z=u/2\) and \(F=z/\sin z=\kappa_P\). Since \(\int s^2We^{bs}ds=d^2F/db^2=\pi^2F''(z)\),

\[
\frac{\kappa}{\kappa_P}=1+\frac{\pi z}{4\alpha}\left(1-\frac{F''}{F}\right)+O(\alpha^{-2}).
\]

From \(F'/F=1/z-\cot z\),

\[
\frac{F''}{F}=\left(\frac{F'}F\right)^2+\left(\frac{F'}F\right)'
=1+2\cot^2z-\frac{2\cot z}{z},
\]

and so

\[
\frac{\kappa}{\kappa_P}=1+\frac{\pi}{2\alpha}\cot z\,(1-z\cot z)+O(\alpha^{-2}).
\]

The bracket is positive for \(0<z<\pi\), because \(\tan z>z\) below \(\pi/2\) and \(\cot z\le0\) from there on. The sign is that of \(\cot z\), which changes at \(z=\pi/2\), or \(T=2T_c\). To this order the parabola is too low above \(2T_c\) and too high below it. In the exponent, the \(\pi^2\) term comes from \(\delta<\alpha\) and raises transmission; the \(-s^2\) term comes from the thicker flanks and lowers it. They balance at leading order at \(2T_c=532\) K. The full integral puts the crossing at 513 K.

Near \(T_c\) the correction tends to \(-\pi^2/[2\alpha(\pi-z)^2]\). It reaches order one when \((\pi-z)/\pi\approx1/\sqrt{2\alpha}=0.17\), or \(T\approx320\) K. At 298.15 K the first-order term is \(-2.3\), which would make \(\kappa\) negative. The expansion explains where trouble begins but cannot repair the parabola there; the integral must be used.

| \(T\) (K) | Eckart | Wigner | Parabola |
|---:|---:|---:|---:|
| 280 | 5.81 | 2.49 | 19.14 |
| 333.15 | 3.29 | 2.05 | 4.24 |
| 400 | 2.25 | 1.73 | 2.41 |
| 500 | 1.67 | 1.47 | 1.68 |
| 700 | 1.31 | 1.24 | 1.28 |

Solving for the 10% errors answers part (b): Wigner is 10% low at 543 K, and the parabola is 10% high at 383 K. The first-order law puts the latter at 411 K. Temperatures outside the liquid range locate mathematical limits of the model and do not describe a bath.

In units of \(T_c\), the Wigner limit moves from 2.18 at \(\alpha=8\) to 2.02 at \(\alpha=40\), while the parabola limit moves from 1.52 to 1.33. A higher barrier at fixed \(\hbar\omega\) helps the parabola, though slowly. It cannot remove Wigner's limit, which comes mainly from truncating the series.

## Part (c): at and below \(T_c\)

At \(T_c\), \(u=2\pi\) and \(g=\alpha\). Let \(\sigma=1/(1+e^{-s})\), so that \(We^s=\sigma^2=\sigma-W\). Then

\[
\kappa=e^{\pi^2/4\alpha}\int(\sigma-W)\,e^{-s^2/4\alpha}\,e^{(\delta/\alpha-1)s}\,ds .
\]

Without the last factor, the \(\sigma\) part is half a Gaussian integral, \(\sqrt{\pi\alpha}\), because \(\sigma-\tfrac12\) is odd. The \(W\) part is \(1-\pi^2/(12\alpha)\). The last factor adds \(-(\pi^2/8\alpha^2)\int_0^\infty s\,e^{-s^2/4\alpha}ds=-\pi^2/(4\alpha)\). Through order \(1/\alpha\) in the bracket,

\[
\kappa(T_c)\simeq e^{\pi^2/4\alpha}\left[\sqrt{\pi\alpha}-1-\frac{\pi^2}{6\alpha}\right].
\]

This gives 7.268; the integral gives 7.272. Nothing singular happens to the proton at \(T_c\). The divergence belongs to a barrier without a base.

Well below \(T_c\), \(P\simeq e^{2\alpha y-2\delta}\). The product \(Pe^{-E/kT}\) has exponent \(2\alpha y-gy^2\) plus a constant, with its maximum at \(y_*=\alpha/g=T/T_c\). The dominant energy is \(V_0(T/T_c)^2\). With \(dE/kT=2gy\,dy\), the Gaussian integral gives

\[
\kappa\simeq2y_*\sqrt{\pi g}\;e^{g-2\delta+\alpha^2/g}
=\frac{4\pi}{u}\sqrt{\pi g}\;e^{g-2\delta+\alpha^2/g}.
\]

It requires \(y_*\) to lie several widths \(1/\sqrt{2g}\) from both 0 and 1. At 150 K it gives 4619 against 4612 from the integral, with dominant energy 0.127 eV. Wigner's quadratic formula gives about 6.

## What this means for the bath

The choice of formula also distorts isotope comparisons. For a deuteron in the same barrier at 298.15 K, \(\kappa=2.09\), so the H/D ratio of tunnelling factors is 2.20. With \(u\) scaled by the inverse square root of mass, the parabola gives about 3.9 and Wigner about 1.4. Zero-point differences are not included.

The parameters are round values in the rough regime of proton discharge; real barriers depend on the metal, electrode potential and adsorbed layer. A strong assumption is the free incident flux, because a real proton starts in a bound vibration. With an assumed harmonic quantum of 0.35 eV, replacing the energy integral by a sum over levels reduces \(\kappa\) from 4.59 to 0.84. Quantising the reactant's partition function separately multiplies the rate by 67. Together they give a rate about 56 times the classical one, if \(V_0\) is measured from the bottom of the reactant well. These numbers depend strongly on where the levels fall: with a quantum of 0.25 eV the sum would instead give \(\kappa=7.2\), and the rate would be about 96 times the classical one. The harmonic ladder is stretched beyond its range in both cases. With 0.35 eV, 12% of the sum comes from the level at 0.525 eV, which lies above the top and is not bound. With 0.25 eV, nearly all of the sum comes from the level at 0.375 eV, just under the top, where a real well is not harmonic.

Other changes, made one at a time, have these effects:

- Width fluctuations of 0.003 nm rms raise the mean \(\kappa\) to 4.88.
- A driving energy of 0.10 eV, added as the drop \(-0.05\ \text{eV}\,[1+\tanh(x/a)]\), changes \(\kappa\) to 4.50, relative to a top lowered to 0.352 eV. That lowering itself raises the classical rate by a factor of about 6.6. The values depend on the assumed shape: a drop half as wide gives 4.85 and 5.5, and one twice as wide gives 4.55 and 6.9.
- Memoryless friction of \(5\times10^{13}\ \text{s}^{-1}\) multiplies the classical rate by 0.89 and moves \(T_c\) to 237 K. Since \(1/\omega\approx5\) fs, a solvent with memory acts much less: the same static friction with an exponential memory of 20 fs gives 0.98 and 260 K. It also lowers the tunnelling factor itself; that reduction is not computed here for the Eckart barrier and need not be small near \(T_c\).

Curved many-dimensional paths and nonadiabatic electron transfer remain outside the estimate. The value 4.59 ranks the approximations for this barrier; it is not a predicted plating-bath rate enhancement. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
barrier height V0 = 0.40 eV; width a = 0.040 nm
barrier quantum hw = 0.1440 eV; omega = 2.188e+14 1/s
alpha = 17.447; delta = 17.377 (no unit)
crossover Tc = 266.0 K; 2 Tc = 532.1 K
bath T = 298.15 K; u = 5.607; g = 15.569
largest relative error of P against Numerov = 7.2e-09
bath kappa: formula 4.5937; Numerov 4.5937
T (K), u, kappa Eckart, Wigner, parabola; errors W, P (%)
250.00, 6.686, 10.001, 2.863, divergent; -71.4, none
280.00, 5.970, 5.814, 2.485, 19.142; -57.3, 229.2
298.15, 5.607, 4.594, 2.310, 8.447; -49.7, 83.9
333.15, 5.018, 3.294, 2.049, 4.242; -37.8, 28.8
400.00, 4.179, 2.246, 1.728, 2.406; -23.1, 7.1
500.00, 3.343, 1.674, 1.466, 1.680; -12.5, 0.4
700.00, 2.388, 1.309, 1.238, 1.284; -5.4, -1.9
1000.00, 1.672, 1.149, 1.116, 1.127; -2.8, -1.9
Wigner 10% low at T = 543.0 K, u = 3.078
parabola 10% high at T = 382.6 K, u = 4.369
same limit from 1/alpha law = 410.8 K
parabola equals Eckart at T = 512.8 K
alpha; 10% limits T/Tc for Wigner, parabola (no unit)
8; 2.176, 1.516
12; 2.078, 1.481
20; 2.033, 1.421
40; 2.015, 1.330
kappa at Tc: integral 7.2721; formula 7.2677
at 150 K: kappa 4611.76; limit 4618.74
at 150 K: dominant E = 0.1272 eV; law 0.1272 eV
at E = V0/2: P Eckart 4.196e-05; parabola 1.627e-04
bath kappa parts by energy: E<0, 0<E<V0, E>V0
parabola 1.266, 6.473, 0.708
Eckart 0, 3.862, 0.732
deuteron kappa = 2.087; kappa H/D = 2.202
assumed reactant quantum = 0.35 eV
kappa from discrete levels = 0.843
reactant partition factor in rate = 66.7
assumed friction = 5.0e+13 1/s
Kramers factor = 0.892; Tc = 237.4 K
width rms = 0.003 nm; mean kappa = 4.881
driving energy = 0.10 eV; top = 0.3516 eV
kappa of driven barrier = 4.498
```
